# Symmetry reduction of the double k sum in exact exchange, part 2

The aim is to use crystal symmetry to reduce the double sum for the exchange energy per cell, $E_x$, of a spin-unpolarized crystal without spin-orbit coupling or magnetic field. The algebra is in atomic units. The mesh has $N$ points and is mapped onto itself by all operations used; the cell has volume $\Omega$. Orbital $\psi_{n\mathbf k}$ has occupation $f_{n\mathbf k}$ for each spin, a function of its energy alone. The density matrix, summed over spin, is

$$\gamma(\mathbf r,\mathbf r')=\frac2N\sum_{n\mathbf k}f_{n\mathbf k}\,\psi_{n\mathbf k}(\mathbf r)\,\psi^*_{n\mathbf k}(\mathbf r').$$

The exchange energy is

$$E_x=-\frac1{N^2}\sum_{\mathbf k,\mathbf q}X(\mathbf k,\mathbf q), \tag{3}$$

$$X(\mathbf k,\mathbf q)=\frac1\Omega\sum_{nm}f_{n\mathbf k}f_{m\mathbf q}\sum_{\mathbf G}v(\mathbf k-\mathbf q+\mathbf G)\,|\rho_{n\mathbf k,m\mathbf q}(\mathbf G)|^2. \tag{4}$$

Here $\rho$ holds the Fourier amplitudes of the pair density $P=\psi^*_{m\mathbf q}\psi_{n\mathbf k}$. The interaction satisfies $v(S\mathbf p)=v(-\mathbf p)=v(\mathbf p)$; for $\operatorname{erfc}(\omega r)/r$, $v(\mathbf p)\to\pi/\omega^2$ as $p\to0$.

A space-group operation $g=\{S|\mathbf t\}$ takes $\mathbf r$ to $S\mathbf r+\mathbf t$. It acts on orbitals and, with $\mathbf p=\mathbf q+\mathbf G$, on their plane-wave coefficients $c$ as

$$(g\psi)(\mathbf r)=\psi\big(S^{-1}(\mathbf r-\mathbf t)\big), \tag{5}$$

$$c'(S\mathbf p)=e^{-iS\mathbf p\cdot\mathbf t}\,c(\mathbf p). \tag{6}$$

Time reversal gives

$$c'(-\mathbf p)=c^*(\mathbf p). \tag{8}$$

If $S\mathbf q=\mathbf q'+\mathbf G_0$ with $\mathbf q'$ in the mesh, folding relabels $\mathbf G$ as $S\mathbf G+\mathbf G_0$. Below, $g$ may include time reversal, and $g\mathbf k$ denotes $S\mathbf k$ or $-S\mathbf k$, folded into the mesh. A star is a set of mesh points connected by these operations. The choice of orbitals within a degenerate level affects neither $\gamma$ nor $X$.

Two earlier results are cited. In section 1, on the mesh $0,\kappa,-\kappa$, using star weights in both sums wrongly replaced $d=X(\kappa,-\kappa)$ by $c=X(\kappa,\kappa)$. In section 8, a twofold screw with translation $c/2$ along $z$ ($c$ now the lattice period), followed by conjugation, takes any orbital at $k_z=\pi/c$ to an orthogonal one of equal energy. Every level there has an even number of members.

### 10. A common operation on both points

Apply the same spatial operation to both orbitals of a pair. Their product becomes

$$P'(\mathbf r)=(g\psi_{m\mathbf q})^*(\mathbf r)\,(g\psi_{n\mathbf k})(\mathbf r)=P\big(S^{-1}(\mathbf r-\mathbf t)\big).$$

The pair density is rotated as a whole. Label its amplitudes by the full vector $\mathbf p=\mathbf k-\mathbf q+\mathbf G$. The algebra that gave the rotated coefficients now gives

$$\rho'(S\mathbf p)=e^{-iS\mathbf p\cdot\mathbf t}\rho(\mathbf p),\qquad |\rho'(S\mathbf p)|^2=|\rho(\mathbf p)|^2 .$$

Time reversal replaces $P$ by $P^*$, so $\rho'(-\mathbf p)=\rho^*(\mathbf p)$, again with equal modulus. The interaction has the same value at $\mathbf p$, $S\mathbf p$ and $-\mathbf p$, and occupations follow the energies. Folding only relabels terms in the sum over $\mathbf G$. Therefore

$$X(g\mathbf k,g\mathbf q)=X(\mathbf k,\mathbf q). \tag{11}$$

The phases disappear here because both orbitals were transformed. In the reduced calculation the outer orbital stays fixed while the inner one is rotated. The phases of the inner orbital then enter the sum that forms $\rho$, before the modulus is taken, and they must be kept.

No similar relation follows for an operation on one point alone. The difference $g\mathbf k-\mathbf q$ is in general not a rotation of $\mathbf k-\mathbf q$, and the two orbitals overlap differently.

### 11. The outer sum and the exchange operator

Define $F(\mathbf k)=\sum_{\mathbf q}X(\mathbf k,\mathbf q)$, with $\mathbf q$ running over the full mesh. At the image $g\mathbf k$, write each inner point as $\mathbf q=g\mathbf q'$. As $\mathbf q$ runs once over the mesh, so does $\mathbf q'$, and (11) gives

$$F(g\mathbf k)=\sum_{\mathbf q'}X(g\mathbf k,g\mathbf q')=\sum_{\mathbf q'}X(\mathbf k,\mathbf q')=F(\mathbf k).$$

All points of a star contribute equally. Choose one point from each star; the chosen points form the irreducible wedge of the mesh. If $w_{\mathbf k}$ is the number of mesh points in the star of $\mathbf k$,

$$E_x=-\frac1{N^2}\sum_{\mathbf k\in\text{wedge}}w_{\mathbf k}\sum_{\mathbf q\in\text{full mesh}}X(\mathbf k,\mathbf q). \tag{12}$$

The inner orbitals are all generated from wedge orbitals, so diagonalization is needed in the wedge alone.

A self-consistent calculation also needs the exchange operator. For one spin its kernel is $V_x(\mathbf r,\mathbf r')=-\tfrac12\gamma(\mathbf r,\mathbf r')v(\mathbf r-\mathbf r')$. The orbitals $g\psi_{n\mathbf k}$, taken over the whole mesh, build the same $\gamma$ as the orbitals $\psi_{n\mathbf k}$, because the mesh is invariant and degenerate levels are equally filled. Since $(g\psi)(S\mathbf r+\mathbf t)=\psi(\mathbf r)$,

$$\gamma(S\mathbf r+\mathbf t,S\mathbf r'+\mathbf t)=\gamma(\mathbf r,\mathbf r').$$

The interaction has the same invariance, and hence so has $V_x$. Put $\mathbf r=S\mathbf u+\mathbf t$ and $\mathbf r'=S\mathbf s+\mathbf t$. Then

$$(V_xg\psi)(\mathbf r)=\int d\mathbf s\,V_x(S\mathbf u+\mathbf t,S\mathbf s+\mathbf t)\psi(\mathbf s)=(V_x\psi)(\mathbf u)=(gV_x\psi)(\mathbf r).$$

The exchange operator commutes with every spatial operation. Time reversal makes $\gamma$ real, so $V_x$ commutes with conjugation too. A symmetric set of orbitals thus gives a symmetric hybrid Hamiltonian, and symmetry survives the next iteration. This does not show that the symmetric solution is the lowest one. If the crystal lowers its energy by breaking a symmetry, that symmetry must be removed from the set used.

The diagonal elements connect the operator to the energy:

$$x_{\mathbf k}\equiv\sum_nf_{n\mathbf k}\langle n\mathbf k|V_x|n\mathbf k\rangle=-\frac1N\sum_{\mathbf q}X(\mathbf k,\mathbf q),\qquad E_x=\frac1N\sum_{\mathbf k\in\text{wedge}}w_{\mathbf k}x_{\mathbf k}. \tag{13}$$

The factor $-1/N$ comes from $-\tfrac12$ in $V_x$ times $2/N$ in $\gamma$.

### 12. What remains for the inner sum

Some operations $h$ leave a given wedge point in place, up to a reciprocal lattice vector. They form the little group of $\mathbf k$. For them (11) reads

$$X(\mathbf k,h\mathbf q)=X(h\mathbf k,h\mathbf q)=X(\mathbf k,\mathbf q).$$

The inner sum for the energy can therefore use one $\mathbf q$ from each set of points connected by the little group of $\mathbf k$, weighted by the size of that set. This smaller inner set changes with $\mathbf k$. At $\mathbf k=0$ the little group contains all operations and the inner set is the ordinary wedge; at a point of low symmetry it may be the whole mesh.

This second reduction applies to traces over complete levels. For a spatial $h$, the part of $V_x$ that comes from $h\mathbf q$ is $hV_{\mathbf q}h^{-1}$, where $V_{\mathbf q}$ is the part from $\mathbf q$. The two operators can have different matrix elements between individual orbitals at $\mathbf k$, although their traces over a complete level agree. To build the matrix of $V_x$, one either keeps the full inner sum or symmetrizes the partial matrices.

### 13. Order of the calculation

1. Find the operations of the crystal and retain those that map the mesh onto itself.
2. Divide the mesh into stars. Record for each point its wedge representative, one operation that reaches it, and the folding vector.
3. Diagonalize in the wedge. Fix the Fermi level from $(2/N)\sum_{\mathbf k\in\text{wedge}}w_{\mathbf k}\sum_nf_{n\mathbf k}=N_e$, where $N_e$ is the number of electrons per cell.
4. For each $\mathbf k$ in the wedge, run over all $\mathbf q$. Generate the inner orbitals with their phases, conjugation and folding, and copy their occupations from the representative.
5. Form the pair densities and add the terms of (12).

### 14. A polar model metal

Take a hexagonal cell with $a=3$ Å and $c=5$ Å. Positions are given in units of the lattice vectors, with an angle of 120° between the first two. The potential is a sum of Gaussian wells $-D\exp(-|\mathbf r-\mathbf R|^2/2s^2)$ with $s=0.5$ Å. Wells of depth $D=50$ eV lie at $(\tfrac13,\tfrac23,0)$ and $(\tfrac23,\tfrac13,\tfrac12)$. Wells of depth 20 eV lie above them, displaced by $u=0.375$ along the third axis. There are six electrons per cell.

The wells form two columns. Six operations keep each column in place and need no fractional translation: the identity, two threefold rotations and three reflections. Six others exchange the columns and need a translation $c/2$. An operation that reverses $z$ would have to take the deep and the shallow wells to their images together. If it keeps the columns, the deep wells require no translation along $z$, and the shallow ones then require $-u=u$ up to an integer. If it exchanges the columns, the requirement is $-u+\tfrac12=u+\tfrac12$ up to an integer. Both mean that $2u$ is an integer, which $0.75$ is not. The crystal therefore has 12 spatial operations and no inversion. Time reversal doubles the set to 24.

The orbitals come from diagonalization in plane waves up to 80 eV. This basis respects the symmetry but is not converged for these wells, so all numbers below belong to this cutoff; section 18 gives the size of the shift. They belong to this fixed potential and are not self-consistent Hartree-Fock orbitals. Occupations follow a Fermi-Dirac function with $k_BT=0.2$ eV, and orbitals with $f$ below $10^{-10}$ are dropped. The interaction is $\operatorname{erfc}(\omega r)/r$ with $\omega=0.2$ Å$^{-1}$. Pair densities are formed with fast Fourier transforms.

On a $4\times4\times4$ mesh that contains $\mathbf k=0$, the Fermi level is 1.87 eV above the zero of the well potential. Over the 64 points, 77 orbitals have occupations between 0.01 and 0.99, so the filling is metallic at this temperature. The wedge has 12 points; without time reversal it would have 16.

### 15. One generated orbital

Write $\mathbf k\cdot\mathbf r=2\pi\boldsymbol\kappa\cdot\mathbf x$, where $\boldsymbol\kappa$ and $\mathbf x$ are lattice coordinates. If the operation takes $\mathbf x$ to $W\mathbf x$ plus a translation, then $\boldsymbol\kappa$, written as a row, goes to $\boldsymbol\kappa W^{-1}$, which preserves the product. One glide reflection of the crystal has

$$W=\begin{pmatrix}1&-1&0\\0&-1&0\\0&0&1\end{pmatrix},\qquad \mathbf t=(0,0,\tfrac12),\qquad W^{-1}=W .$$

It takes the wedge point $(0,\tfrac14,0)$ to $(0,-\tfrac14,0)$. The corresponding mesh point is $(0,\tfrac34,0)$, with folding vector $\mathbf G_0=(0,-1,0)$.

The coefficient at $\mathbf G=(0,0,0)$ moves to $(0,-1,0)$ with phase 0°. The coefficient at $\mathbf G=(0,0,1)$ has the rotated full vector $(0,-\tfrac14,1)$. It moves to $(0,-1,1)$ with phase $-2\pi\cdot1\cdot\tfrac12=-\pi$, that is, with a change of sign. These relative signs place the orbital correctly in the cell.

### 16. The energy from the wedge

The table gives $\boldsymbol\kappa$, the star size $w$, the number $n_q$ of inner points left by the little group, and $x_{\mathbf k}$ from (13).

| $\boldsymbol\kappa$ | $w$ | $n_q$ | $x_{\mathbf k}$ (eV) |
|---|---:|---:|---:|
| (0, 0, 0) | 1 | 12 | −34.07 |
| (0, ¼, 0) | 6 | 30 | −33.45 |
| (0, ½, 0) | 3 | 21 | −34.31 |
| (¼, ¼, 0) | 6 | 30 | −31.69 |
| (0, 0, ¼) | 2 | 16 | −33.21 |
| (0, ¼, ¼) | 12 | 40 | −31.00 |
| (0, ½, ¼) | 6 | 28 | −38.42 |
| (¼, ¼, ¼) | 12 | 40 | −34.46 |
| (0, 0, ½) | 1 | 12 | −27.22 |
| (0, ¼, ½) | 6 | 30 | −27.09 |
| (0, ½, ½) | 3 | 21 | −40.01 |
| (¼, ¼, ½) | 6 | 30 | −38.45 |

Formed from the rounded values in the table, the sums of $w\,x_{\mathbf k}$ over the three groups of four rows are $-527.84$, $-1082.46$ and $-540.49$ eV. Hence

$$E_x=\frac{-527.84-1082.46-540.49}{64}\ \text{eV}=-33.61\ \text{eV per cell},$$

or $-1.235$ hartree.

The value at $(0,\tfrac14,\tfrac12)$ is small in size. The point $(\tfrac14,0,\tfrac12)$ of the same star has its lowest four levels at $-8.43$, $-8.43$, $3.15$ and $3.15$ eV. The upper pair lies 1.28 eV above the Fermi level, and its occupation is $1/(e^{6.4}+1)\approx0.002$. About two orbitals are filled there, against an average of three, so fewer terms enter $x_{\mathbf k}$.

These levels also show the pairing of section 8. Screw and conjugation together map the lower pair onto itself and take any orbital of the upper pair to its orthogonal partner. If three bands are kept, the sum of squared overlaps between the set and its image is 2 instead of 3. With four bands it is 4.

### 17. What each omission costs

The following errors are changes of $E_x$ relative to $-33.61$ eV, with everything else held fixed. Their sizes are not properties of the crystal alone. All three depend on which points represent the stars, and the first two also depend on the origin of coordinates and on the operation recorded for each point. Here the wedge is that of the table in section 16, the origin is that of section 14, and a spatial operation is used wherever one reaches the point. These choices fix the second and third errors. They do not fix the first, because a point is often reached by several spatial operations, some with the translation $c/2$ and some without.

**Translation phases.** Without the factors $e^{-iS\mathbf p\cdot\mathbf t}$ the generated function is $\psi(S^{-1}\mathbf r)=(g\psi)(\mathbf r+\mathbf t)$. It belongs to a crystal displaced by $-\mathbf t$, while the outer orbital belongs to the original one. For one choice of the recorded spatial operations the error is $+6.80$ eV, or 20 percent. With the same wedge and origin it is $+2.46$ eV if operations without translation are preferred, and $+8.22$ eV if operations with translation are preferred for all points other than the wedge points themselves.

**Conjugation.** If time reversal reverses the wave vectors but leaves the coefficients unconjugated, the generated function is $(g\psi)(-\mathbf r)$. It belongs to the inverted crystal, which here differs from the original. The error is $+3.09$ eV, or 9 percent.

**Wedge weights in both sums.** This is the replacement of $d$ by $c$ from section 1. The error is $-18.91$ eV, or 56 percent. Pairs with $\mathbf k=\mathbf q$ should occur $\sum w_{\mathbf k}=64$ times among $64^2=4096$ pairs, but receive the weight $\sum w_{\mathbf k}^2=492$. At these pairs the interaction reaches its largest value, $\pi/\omega^2$. The excess weight of these pairs gives $-10.17$ eV, a little over half of the error; the miscounting of the other pairs gives the remaining $-8.74$ eV.

**A mesh of lower symmetry.** Shift the mesh by half a step along both in-plane reciprocal axes. In units of the step, both in-plane coordinates are then half-odd. A rotation by 60° makes one new coordinate from a sum or difference of the two, which is an integer and lies off the mesh. Of the 24 operations, 8 preserve the shifted mesh. The reduction remains valid if these 8 alone are used.

### 18. Cost and convergence with the mesh

The full double sum has $64^2=4096$ pairs of points. Equation (12) leaves $12\times64=768$, fewer by a factor of 5.3. The little groups leave 310 for the energy, the sum of the column $n_q$. The number of diagonalizations falls from 64 to 12.

With 24 operations a star has at most 24 points, so the outer reduction cannot exceed a factor of 24. On this mesh the largest star has 12. The number of pairs in (12) therefore lies between $N^2/24$ and $N^2$. Doubling the mesh along each axis multiplies $N$ by 8 and the full number of pairs by 64. The reduction factor rises as the mesh is refined, because a smaller share of the points lies on symmetry lines and planes: it is 5.3, 10.2, 15.2 and 18.9 for meshes that contain $\mathbf k=0$ and have 4, 8, 16 and 32 points along each axis. These three doublings multiply the pairs in (12) by 33, 43 and 51. Since the factor is bounded by 24, the growth approaches $N^2$ on fine meshes.

The reduced and full sums are equal at each invariant mesh, so the reduction neither improves nor harms convergence. The value $-33.61$ eV belongs to this mesh, temperature and plane-wave cutoff. On the same mesh it becomes $-34.68$ eV with a cutoff of 120 eV and $-35.02$ eV with 180 eV, while the Fermi level falls from 1.87 to 1.76 and 1.72 eV. Convergence must be established by raising the cutoff and refining the mesh. The inner sum may also use a different mesh from the outer one. The relabelling in section 11 then requires each mesh to be invariant under the operations used.
